# Borland–Dennis conditions: random-state checks and the three-determinant form at saturation

**Question**

I am studying pure states of three fermions in six spin orbitals. Let \(\lambda_1\ge\dots\ge\lambda_6\) be the natural occupation numbers, the eigenvalues of the one-particle density matrix with trace 3. The Borland–Dennis conditions are

\[
\lambda_1+\lambda_6=\lambda_2+\lambda_5=\lambda_3+\lambda_4=1,\qquad
D\equiv\lambda_5+\lambda_6-\lambda_4\ge 0 .
\]

I can check them on random states, but I don't see where they come from. I am also told that \(D=0\) leaves only three determinants. How can one equation among occupation numbers remove 17 of the 20 coefficients?

Using the equalities, I wrote \(D=\langle 2-\hat n_1-\hat n_2-\hat n_4\rangle\). If this operator were nonnegative, \(D=0\) would force \(\Psi\) into its null space. But it gives \(-1\) on \(|124\rangle\), so positive and negative contributions could cancel. What forbids that?

**Answer**

The cancellation is forbidden because your orbitals are the natural orbitals of a pure state: the density matrix has no off-diagonal elements, and for a single \(\Psi\) this limits the weight of \(|124\rangle\). Purity is needed: the mixture of \(|123\rangle\) and \(|124\rangle\) with weights 0.6 and 0.4 has a diagonal density matrix with \(\lambda=(1,1,0.6,0.4,0,0)\), and \(D=-0.4\). To use that fact, we first need to reduce the number of determinants.

**Reduction to five determinants**

Take \(\Psi\) normalized and define \(\gamma_{pq}=\langle\Psi|a_q^\dagger a_p|\Psi\rangle\). Among all determinants built from orthonormal orbitals, choose one, \(|e_1e_2e_3\rangle\), whose overlap \(a\) with \(\Psi\) has the largest modulus. It exists because the set of such determinants is compact. Let \(f_1,f_2,f_3\) span the remaining orbital space.

There are no single excitations from this determinant. Suppose that those replacing \(e_1\) add up to \(s\,f\wedge e_2\wedge e_3\), with \(f\) a unit vector in the \(f\) space. Then \(\Psi\) contains

\[
(a\,e_1+s f)\wedge e_2\wedge e_3 .
\]

Replacing \(e_1\) by the normalized vector along \(ae_1+sf\) would raise the overlap to \(\sqrt{|a|^2+|s|^2}\). This contradicts maximality unless \(s=0\). The same holds for \(e_2\) and \(e_3\).

The double excitations keep one \(e_i\) and have two \(f\) orbitals:

\[
\sum_{i,a}B_{ia}\,e_i\wedge g_a,\qquad g_a=f_b\wedge f_c,\quad (a,b,c)\ \text{cyclic}.
\]

Write the singular value decomposition as \(B_{ia}=\sum_s X_{is}\sigma_sY^*_{as}\), and rotate

\[
e'_s=\sum_iX_{is}e_i,\qquad f'_s=\sum_aY_{as}f_a .
\]

A wedge product of two rotated \(f\) orbitals involves the \(2\times2\) minors of \(Y\), that is, its cofactors. For a unitary matrix, \(\mathrm{cof}(Y)=\det(Y)\,(Y^{-1})^{T}=\det(Y)\,Y^*\). Hence, for \((s,t,u)\) cyclic,

\[
f'_t\wedge f'_u=\det(Y)\sum_aY^*_{as}g_a ,
\]

and the doubles become \(\det(Y)^{-1}\sum_s\sigma_s\,e'_s\wedge f'_t\wedge f'_u\). The determinants \(eee\) and \(fff\) acquire only phases. Dropping the primes, \(\Psi\) contains at most

\[
e_1e_2e_3,\quad e_1f_2f_3,\quad f_1e_2f_3,\quad f_1f_2e_3,\quad f_1f_2f_3 .
\]

**The equalities**

Each of these determinants has exactly one orbital from each pair \(\{e_i,f_i\}\). Moving a particle between different pairs would leave one pair empty and another doubly occupied, so the corresponding element of \(\gamma\) vanishes. Thus \(\gamma\) consists of three \(2\times2\) blocks, each with trace 1.

The five-determinant orbitals need not be natural: \(e_1f_2f_3\) and \(f_1f_2f_3\), for example, are coupled by moving one particle from \(e_1\) to \(f_1\). We therefore diagonalize each block. This mixes orbitals only within pairs, so at most eight determinants appear.

Let the smaller eigenvalues of the blocks be \(p_1\ge p_2\ge p_3\), all at most \(1/2\). The larger ones are \(1-p_i\), so

\[
\lambda_4=p_1,\ \lambda_5=p_2,\ \lambda_6=p_3,\qquad
\lambda_3=1-p_1,\ \lambda_2=1-p_2,\ \lambda_1=1-p_3 .
\]

This proves the three equalities. They rely on \(\Psi\) being pure: an equal mixture of two random states gave pair sums of 0.987, 0.997 and 1.017.

**The inequality**

Write \(\Psi=\sum c_{ijk}|ijk\rangle\), where the three indices refer to the pairs \(\{3,4\}\), \(\{2,5\}\), \(\{1,6\}\), in this order. Index 0 selects the more occupied orbital and 1 the less occupied one. Up to signs,

\[
|000\rangle=|123\rangle,\quad |110\rangle=|145\rangle,\quad
|101\rangle=|246\rangle,\quad |100\rangle=|124\rangle .
\]

Since \(p_1,p_2,p_3\) are the mean values of \(i,j,k\),

\[
D=p_2+p_3-p_1=\sum_{ijk}(j+k-i)|c_{ijk}|^2 .
\]

The coefficient \(j+k-i\) is 0 for 000, 110 and 101; it is \(-1\) for 100, \(+1\) for 010, 001 and 111, and \(+2\) for 011. With

\[
x=|c_{100}|^2,\qquad S=|c_{010}|^2+|c_{001}|^2+|c_{011}|^2,
\]

we obtain

\[
D=S-x+|c_{011}|^2+|c_{111}|^2. \tag{1}
\]

The single negative term is the one that worried you. The first block is diagonal, so \(\sum_{jk}c_{0jk}^*c_{1jk}=0\), or

\[
c_{000}^*c_{100}=-\left(c_{010}^*c_{110}+c_{001}^*c_{101}+c_{011}^*c_{111}\right).
\]

The Cauchy–Schwarz inequality gives

\[
|c_{000}|^2x\le S\left(|c_{110}|^2+|c_{101}|^2+|c_{111}|^2\right).
\]

The total weight with \(i=0\) is \(1-p_1\), so \(|c_{000}|^2=1-p_1-S\). The total weight with \(i=1\) is \(p_1\), so the bracket is \(p_1-x\). Therefore

\[
(1-p_1-S)x\le S(p_1-x)
\quad\Longrightarrow\quad
(1-p_1)x\le p_1S, \tag{2}
\]

because \(-Sx\) cancels on both sides. Since \(p_1\le1/2\), it follows that \(x\le S\), and (1) gives \(D\ge0\).

**Why saturation leaves three determinants**

First let \(\delta=\lambda_3-\lambda_4=1-2p_1>0\). From (2),

\[
S-x\ge S\left(1-\frac{p_1}{1-p_1}\right)=\frac{\delta}{1-p_1}\,S. \tag{3}
\]

Let \(W=S+x+|c_{111}|^2\) be the total weight outside \(|123\rangle\), \(|145\rangle\) and \(|246\rangle\). Writing \(S+x=2S-(S-x)\) and bounding \(S\) by (3),

\[
S+x\le (S-x)\left[\frac{2(1-p_1)}{\delta}-1\right]=\frac{S-x}{\delta},
\]

since \(2(1-p_1)-\delta=1\). Because \(0<\delta\le1\), also \(|c_{111}|^2\le|c_{111}|^2/\delta\). Comparing with (1),

\[
W\le\frac{D}{\lambda_3-\lambda_4}. \tag{4}
\]

At \(D=0\), \(W=0\), and hence

\[
\Psi=c_{123}|123\rangle+c_{145}|145\rangle+c_{246}|246\rangle .
\]

So the 17 coefficients are not removed by one equation alone. Choosing natural orbitals adapted to the pairs leaves eight determinants, and saturation removes five more. In another orbital basis the same state may contain all 20.

If occupation numbers from different pairs coincide, an arbitrary set of natural orbitals may mix the pairs. The statement then refers to the adapted set constructed above.

**The degenerate case \(\lambda_3=\lambda_4=1/2\)**

Bound (4) is then unavailable, but the first block is half the unit matrix, so every orthonormal basis of that pair is natural. Rotate it so that the vector \((c_{000},c_{100})\) points along its first component. Then \(x=0\), and (1) at saturation reads

\[
0=S+|c_{011}|^2+|c_{111}|^2 .
\]

Every term vanishes, and the same three determinants remain. For weights 0.5, 0.3 and 0.2, hidden by a random change of orbitals, numerical diagonalization gave six determinants. Rotating orbitals 3 and 4 reduced them to three.

**Does the converse hold?**

Let \(A,B,C\) be the weights of \(|123\rangle,|145\rangle,|246\rangle\). Any two of these determinants differ in two orbitals, so \(\gamma\) is diagonal, with

\[
n_1=A+B,\ n_2=A+C,\ n_3=A,\ n_4=B+C,\ n_5=B,\ n_6=C .
\]

If \(A\ge1/2\), the smaller members of the pairs are \(B+C,B,C\), and \(D=B+C-(B+C)=0\). If all three weights are below \(1/2\), the smaller members are \(A,B,C\). With \(m\) the largest weight, \(D=(1-m)-m=1-2m>0\). For weights 0.4, 0.3 and 0.3 this gives \(D=0.2\). Three determinants of this form therefore do not by themselves imply saturation; one of them must carry at least half the weight.

A simple limit is \(\lambda_6=0\). Then \(\lambda_1=1\), and \(D\ge0\) gives \(\lambda_4\le\lambda_5\). The ordering gives the reverse, so \(\lambda_4=\lambda_5\) and \(D=0\) automatically. With \(C=0\), the state is

\[
\varphi_1\wedge\left(c_{123}\,\varphi_2\wedge\varphi_3+c_{145}\,\varphi_4\wedge\varphi_5\right):
\]

one orbital is filled, and two fermions share the other four.

**What the random states show**

For 3000 random complex states, the pair sums equalled 1 to within \(2\times10^{-15}\). The smallest \(D\) was 0.00086, and the largest value of \(W(\lambda_3-\lambda_4)/D\) was 0.92, below the limit of 1 set by (4). Sampling can expose a violation, but the general result rests on the proof.

A further random state, drawn in the same way, has

\[
\lambda=(0.8812,\,0.7568,\,0.7306,\,0.2694,\,0.2432,\,0.1188).
\]

Its distance from saturation is \(D=0.2432+0.1188-0.2694=0.0926\), and \(\lambda_3-\lambda_4=0.4612\). Bound (4) allows \(W\le0.0926/0.4612=0.201\); the actual value is 0.086. This unsaturated state already has about 91% of its weight in the three determinants.

None of the sampled states was saturated, so saturated ones were sought by minimizing

\[
D+5(\lambda_4-0.3)^2+5(\lambda_5-0.2)^2
\]

over all 20 complex coefficients, with no determinants selected beforehand. All five random starts reached \(D=0\) to rounding accuracy. The occupation formulas above predict

\[
A=1-\lambda_4=0.7,\qquad B=\lambda_5=0.2,\qquad C=\lambda_6=0.1,
\]

and these weights were found, with \(W\) below \(10^{-14}\). In the original orbitals, the last of these states still contained all 20 determinants.

Adding a random vector of relative size 0.10 to that state and renormalizing gave \(D=0.00107\) and \(W=0.00134\), against a bound of 0.00240. Near-saturation therefore also restricts the wavefunction, provided that \(D\) is small compared with \(\lambda_3-\lambda_4\). A small \(D\) alone is not enough for (4) to be useful when \(\lambda_3\) and \(\lambda_4\) nearly coincide. The remaining values are in the numerical output below.

## Calculated quantities

```
All quantities are dimensionless
density matrix, tensor vs operator definition, max error: 5.6e-17
number of random states: 3000
largest error of the three pair sums: 1.6e-15
largest weight outside the 8 paired determinants: 4.7e-15
smallest D in the sample: 0.000858
largest W*(l3-l4)/D in the sample (bound 1): 0.921589
largest (1-l4)*x - l4*S (bound 0): -2.27e-05
displayed random state, l1..l6: 0.881193 0.756780 0.730582 0.269418 0.243220 0.118807
  its D, W, D/(l3-l4): 0.092609 0.086230 0.200816
  its five weights eee,eff,fef,ffe,fff: 0.722314 0.139593 0.028669 0.006758 0.102665
largest weight outside five determinants, 5 states: 1.6e-15
equal mixture of two states, l1+l6, l2+l5, l3+l4: 0.986662 0.996605 1.016732
saturated states found: 5 from 5 random starts
  largest |D| and largest W among them: 2.8e-16 2.7e-15
  last one, l1..l6: 0.900000 0.800000 0.700000 0.300000 0.200000 0.100000
  last one, weights of 123, 145, 246: 0.700000 0.200000 0.100000
  predicted weights: 0.700000 0.200000 0.100000
  determinants above 1e-12 in the original orbitals: 20
perturbed saturated state: size, D, W, bound D/(l3-l4)
  0.30 0.006625 0.007463 0.013115
  0.10 0.001065 0.001339 0.002397
  0.03 0.000106 0.000144 0.000257
degenerate case, input weights: 0.50 0.30 0.20
  l1..l6: 0.8000 0.7000 0.5000 0.5000 0.3000 0.2000
  determinants before and after rotating orbitals 3,4: 6 3
failed converse, input weights: 0.40 0.30 0.30
  l1..l6: 0.7000 0.7000 0.6000 0.4000 0.3000 0.3000
  D: 0.2000
```
